# Film Sensitivity of Ellipsometry near the Brewster Angle

**Q:** I measure very thin transparent films by ellipsometry. When I move the angle of incidence towards the Brewster angle of the substrate, the measured phase responds much more strongly to the film, although hardly any p-polarized light is left. How can less light carry more response?

**A:** Start with what the instrument reports, the ratio of the two reflection amplitudes,

$$\rho=\frac{r_p}{r_s}=\tan\psi\,e^{i\Delta}.$$

Let the bare substrate have amplitudes $r_{p0}$, $r_{s0}$ and ratio $\rho_0$, and let the film add $\delta r_p$ and $\delta r_s$. To first order in these changes,

$$\frac{\rho}{\rho_0}=1+\frac{\delta r_p}{r_{p0}}-\frac{\delta r_s}{r_{s0}} .$$

The film's contribution is divided by the bare amplitude. If $\delta r_p$ stays finite where $r_{p0}$ becomes small, a fixed small addition turns a short arrow in the complex plane through a large angle. The response is large relative to the remaining p-wave, not in absolute terms.

**Q:** That rests on $\delta r_p$ staying finite. Can you derive it?

**A:** Take flat, isotropic, nonmagnetic media with local permittivities: vacuum, a film $\varepsilon_f$ of thickness $d$, and a substrate $\varepsilon$. Fields vary as $e^{ik_xx-i\omega t}$. In atomic units $c=1/\alpha$, so $k=\omega/c=\alpha\omega$. At incidence angle $\theta$,

$$k_x=k\sin\theta,\qquad q_j=\sqrt{\varepsilon_jk^2-k_x^2},\qquad q_0=k\cos\theta,$$

with $j=0,f,b$ for vacuum, film and substrate ($\varepsilon_b=\varepsilon$).

Let $F$ be the transverse field: $E_y$ for s, $H_y$ for p. Maxwell's equations make $F$ and $G=-iw\,\partial_zF$ continuous, with $w=1$ for s and $w=1/\varepsilon_j$ for p. A wave travelling inwards has $G=YF$ with $Y_j=w_jq_j$. At a bare surface the incident and reflected waves give $F=1+r$ and $G=Y_0(1-r)$, while the substrate requires $G=Y_bF$. Hence

$$r_0=\frac{Y_0-Y_b}{Y_0+Y_b}=\frac{Y_0^2-Y_b^2}{(Y_0+Y_b)^2}.$$

For p-polarization the numerator is

$$q_0^2-\frac{q_b^2}{\varepsilon^2}=\left(1-\frac1\varepsilon\right)\left[k^2-k_x^2\left(1+\frac1\varepsilon\right)\right].$$

For real $\varepsilon>1$ it vanishes at $\sin^2\theta_B=\varepsilon/(1+\varepsilon)$, that is, $\tan^2\theta_B=\varepsilon$.

Now add the film. Inside it $\partial_z^2F=-q_f^2F$, so

$$\partial_zF=i\frac{q_f}{Y_f}G,\qquad \partial_zG=iq_fY_fF .$$

Integrate over a thickness much smaller than the wavelength and impose $G(d)=Y_bF(d)$:

$$G(0)+id\,q_fY_fF(0)=Y_b\left[F(0)+id\frac{q_f}{Y_f}G(0)\right].$$

Divide by $F(0)$ and write $G(0)/F(0)=Y_b+\delta Y$. In the term already proportional to $d$, the ratio may be replaced by $Y_b$, so

$$\delta Y=id\frac{q_f}{Y_f}(Y_b^2-Y_f^2).$$

Since $r=(Y_0-Y)/(Y_0+Y)$ has the derivative $-2Y_0/(Y_0+Y)^2$,

$$\delta r=2id\,\frac{q_f}{Y_f}\,\frac{Y_0(Y_f^2-Y_b^2)}{(Y_0+Y_b)^2}.$$

At the Brewster angle the denominator is $(2q_0)^2$, which is not small. The added p-amplitude therefore passes smoothly through that angle.

**Q:** The ratio also contains the s-wave. Does its change cancel part of the effect?

**A:** It cancels a part that has no resonance. Dividing $\delta r$ by $r_0$ removes $(Y_0+Y_b)^2$. For s, $Y_f^2-Y_b^2=k^2(\varepsilon_f-\varepsilon)$ and $Y_0^2-Y_b^2=k^2(1-\varepsilon)$, so

$$\frac{\delta r_s}{r_{s0}}=2idq_0\,\frac{\varepsilon-\varepsilon_f}{\varepsilon-1}.$$

For p, $q_f/Y_f=\varepsilon_f$, and the numerator factorizes as

$$\varepsilon_f\left(\frac{q_f^2}{\varepsilon_f^2}-\frac{q_b^2}{\varepsilon^2}\right)=\left(1-\frac{\varepsilon_f}{\varepsilon}\right)\left[k^2-k_x^2\left(\frac1{\varepsilon_f}+\frac1\varepsilon\right)\right].$$

Therefore

$$\frac{\delta r_p}{r_{p0}}=2idq_0\,\frac{\varepsilon-\varepsilon_f}{\varepsilon-1}\;\frac{k^2-k_x^2(1/\varepsilon_f+1/\varepsilon)}{k^2-k_x^2(1+1/\varepsilon)}.$$

Subtracting the s-term subtracts 1 from the last fraction:

$$\delta\ln\rho=2idq_0\,\frac{\varepsilon-\varepsilon_f}{\varepsilon-1}\;\frac{k_x^2(1-1/\varepsilon_f)}{k^2-k_x^2(1+1/\varepsilon)} .$$

The denominator is the factor that makes $r_{p0}$ vanish. Multiplying by $r_{p0}$ removes it and leaves

$$\delta\ln\rho=\frac{a\,d}{r_{p0}},\qquad a=\frac{2iq_0k_x^2(1-\varepsilon_f/\varepsilon)(1-1/\varepsilon_f)}{(q_0+q_b/\varepsilon)^2}.$$

At $\theta_B$, $q_b/\varepsilon=q_0$ and $k_x^2/q_0=k\varepsilon/\sqrt{1+\varepsilon}$, so

$$a(\theta_B)=\frac{ik\varepsilon}{2\sqrt{1+\varepsilon}}\left(1-\frac{\varepsilon_f}{\varepsilon}\right)\left(1-\frac1{\varepsilon_f}\right).$$

The response vanishes to this order if the film matches the vacuum or the substrate.

**Q:** Why does the change appear in the phase rather than in $\psi$?

**A:** For transparent media $r_{p0}$ is real and $a$ is imaginary, so the film adds its amplitude at a right angle to the bare one. Take $1<\varepsilon_f<\varepsilon$, for which $a=i|a|$. Then

$$\frac{\rho}{\rho_0}=1+i\frac{|a|d}{r_{p0}},\qquad \delta\Delta=\arctan\frac{|a|d}{r_{p0}}\approx\frac{|a|d}{r_{p0}} .$$

The last form needs $|a|d\ll|r_{p0}|$. The arctangent does not: for a film much thinner than the wavelength both amplitudes are linear in $d$, and the exact ratio $\rho/\rho_0=(1+\delta r_p/r_{p0})/(1+\delta r_s/r_{s0})$ reduces to the form used here when $\delta r_s/r_{s0}$ alone is small. With these sign conventions the bare surface has $\Delta=180^\circ$ below $\theta_B$ and $0$ above it. The film raises $\Delta$ below $\theta_B$ and lowers it above. An absorbing film in general gives $a$ a real part as well, and $\psi$ then changes in first order too.

**Q:** How large is the effect for a layer of one angstrom?

**A:** Take round model values: photon energy 2 eV, $\varepsilon=16$, $\varepsilon_f=2.25$. The substrate is idealized as lossless; high-permittivity semiconductors such as silicon absorb at this energy, a case treated at the end. The thickness is an effective one, since a continuum layer of 1 angstrom does not describe individual atoms. Here $\theta_B=75.964^\circ$ and $k=1.0135\times10^{-3}$ per angstrom, so

$$|a|=1.0135\times10^{-3}\;\frac{16}{2\sqrt{17}}\left(1-\frac{2.25}{16}\right)\left(1-\frac1{2.25}\right)=9.39\times10^{-4}$$

per angstrom. The slopes below are numerical thickness derivatives of the solved continuity equations, taken at the bare surface.

| $\theta$ (deg) | $\lvert r_{p0}\rvert$ | $\lvert r_{p0}\rvert^2$ | $d\Delta/dd$ (deg/angstrom) |
|---|---|---|---|
| 45 | 0.484 | 0.234 | 0.045 |
| 70 | 0.169 | 0.0287 | 0.289 |
| 74 | 0.0636 | 0.00405 | 0.827 |
| 75 | 0.0323 | 0.00105 | 1.65 |
| 75.5 | 0.0159 | 0.000251 | 3.38 |
| 75.8 | 0.00566 | 0.0000320 | 9.49 |

From 45° to 75.5° the slope grows about 76-fold. The smaller $|r_{p0}|$ supplies a factor of 30.5, and the growth of $|a|$ from $3.77\times10^{-4}$ to $9.35\times10^{-4}$ per angstrom supplies 2.5. Over the same range the p-reflectance falls by a factor of about 930.

**Q:** Should I then set the instrument to the Brewster angle itself?

**A:** Not for a phase measurement. There $r_{p0}=0$ and the whole p-wave comes from the film. To first order in $d$ its phase is fixed at a right angle, whatever the thickness. In the model $|\Delta|$ is 89.94° for 1 angstrom and 89.88° for 2 angstrom. The thickness is then carried by $\tan\psi\approx|a|d/|r_{s0}|$.

The arctangent shows where the slope is greatest. Below $\theta_B$, with $r_{p0}>0$,

$$\frac{d\Delta}{dd}=\frac{|a|\,r_{p0}}{r_{p0}^2+|a|^2d^2}.$$

Treat $|a|$ as constant near $\theta_B$. The derivative with respect to $r_{p0}$ is proportional to $|a|^2d^2-r_{p0}^2$, so the maximum lies at $r_{p0}=|a|d$ and equals $1/(2d)$.

To find the angle, expand $r_{p0}$ about its zero. Only the vanishing factor in its numerator needs differentiating:

$$r_{p0}\approx-\frac{(1-\varepsilon^{-2})\,2\sin\theta_B\cos\theta_B}{4\cos^2\theta_B}(\theta-\theta_B)=-\frac{(1-\varepsilon^{-2})\sqrt\varepsilon}{2}(\theta-\theta_B).$$

The coefficient is $-1.992$ per radian. For 1 angstrom the condition $r_{p0}=9.39\times10^{-4}$ is met 0.027° below $\theta_B$. A numerical search finds the maximum at 75.937°, with 28.7° per angstrom; the estimate $1/(2d)$ gives 28.6°.

**Q:** At such an angle I would be measuring almost in the dark. What does the lost signal cost?

**A:** That depends on the noise, so a detection scheme is needed. Let the incident field have p- and s-components $\cos P$ and $\sin P$, add a retardance $\varphi$ to s, and set the analyser at 45°. Choose $P$ so that the two reflected parts are equal:

$$\cos P\,|r_p|=\sin P\,|r_s|=m,\qquad m^2=\frac{|r_p|^2|r_s|^2}{|r_p|^2+|r_s|^2}.$$

Divide $N$ incident photons equally among $\varphi=0,\pi/2,\pi,3\pi/2$. An ideal detector with a mean background $D$ per setting records on average

$$n_\varphi=\frac N4\,\frac{m^2}{2}\left|e^{i\Delta}+e^{i\varphi}\right|^2+D=B[1+\cos(\Delta-\varphi)]+D,\qquad B=\frac{Nm^2}{4}.$$

The differences between opposite settings are $2B\cos\Delta$ and $2B\sin\Delta$, the components of a vector of length $2B$. For Poisson counts each difference has variance $2B+2D$. When the spread is small compared with the length, the angular variance is $(2B+2D)/(2B)^2$. Adding an independent phase error $\sigma_0$ of fixed size gives

$$\sigma_\Delta^2=\sigma_0^2+\frac1{2B}+\frac{D}{2B^2}.$$

Near $\theta_B$, $m^2\approx R=|r_{p0}|^2$, so $B\approx NR/4$. Dividing by the squared slope $|a|^2/R$ gives the thickness variance

$$\sigma_d^2\approx\frac1{|a|^2}\left[\sigma_0^2R+\frac2N+\frac{8D}{N^2R}\right].$$

The first term falls as $R$ decreases: magnification helps against a fixed phase error. The second does not contain $R$: for shot noise, the larger phase change and the larger phase uncertainty cancel. The third grows as $R$ decreases, because the background stays while the signal disappears.

**Q:** The second term surprises me. Does a fourfold phase response really gain nothing against shot noise?

**A:** In this scheme, near $\theta_B$, it gains almost nothing. Take $N=10^{10}$ and set $D=\sigma_0=0$. The formula gives $\sqrt{2/N}/|a|=0.015$ angstrom. I simulated 40,000 sets of Poisson counts at each of two angles for a 1 angstrom film, and divided the spread of the recovered phase by the bare-surface slope. The result is 0.0154 angstrom at 74° and 0.0152 angstrom at 75.5°, although the slope is 4.09 times larger at the second angle.

**Q:** Where is the best working angle once all three errors are present?

**A:** Minimize the bracket with respect to $R$. Setting $\sigma_0^2-8D/(N^2R^2)=0$ gives

$$R_{\rm opt}=\frac{\sqrt{8D}}{N\sigma_0}.$$

With $N=10^{10}$, $D=10^7$ and $\sigma_0=0.001$ rad, $R_{\rm opt}=8.94\times10^{-4}$, or $|r_{p0}|=0.0299$. The first and third terms are then $8.94\times10^{-10}$ each and the shot-noise term is $2\times10^{-10}$, so

$$\sigma_d\approx\frac{\sqrt{19.9\times10^{-10}}}{9.39\times10^{-4}}=0.0475\ \text{angstrom}.$$

Using the full angular dependence of $a$ and $m$, a numerical minimization on the low-angle side gives 0.0480 angstrom at 75.08°, about 0.9° from $\theta_B$. A similar optimum lies on the high-angle side, with 0.0472 angstrom at 76.80°. The values around the low-angle optimum are:

| $\theta$ (deg) | $B$ (counts) | $\sigma_\Delta$ (rad) | $\sigma_d$ (angstrom) |
|---|---|---|---|
| 45 | $3.9\times10^8$ | 0.00100 | 1.29 |
| 70 | $6.9\times10^7$ | 0.00100 | 0.199 |
| 74 | $1.0\times10^7$ | 0.00105 | 0.073 |
| 75 | $2.6\times10^6$ | 0.00139 | 0.048 |
| 75.5 | $6.3\times10^5$ | 0.00381 | 0.065 |
| 75.8 | $8.0\times10^4$ | 0.0281 | 0.169 |

Up to 74° the phase uncertainty hardly changes, so the growing slope is almost pure gain. Beyond the optimum the background makes $\sigma_\Delta$ grow faster than the slope. These values assume known permittivities and refer to the mean thickness over the illuminated area. They also use the bare-surface slope and counts, which needs $|a|d\ll|r_{p0}|$, that is, $d$ well below about 30 angstrom at the optimum; for films of 20 and 40 angstrom the least $\sigma_d$ on the low-angle side rises to about 0.057 and 0.08 angstrom.

**Q:** My angle of incidence is uncertain as well. Can I include that in $\sigma_0$?

**A:** No, because the magnification acts on it too. The film phase depends on $x=|a|d/r_{p0}$. Neglecting the slow variation of $|a|$, an angle error changes $x$ by $-|a|d\,r_{p0}'\,\delta\theta/r_{p0}^2$, with $r_{p0}'=dr_{p0}/d\theta$, while a thickness error changes it by $|a|\,\delta d/r_{p0}$. Equating the magnitudes gives

$$|\delta d|=d\left|\frac{r_{p0}'}{r_{p0}}\right||\delta\theta| .$$

Both quantities belong to the working angle. At the optimum they are $-1.867$ per radian and 0.0297, so an error of 0.01° imitates 0.011 angstrom, about 1% of the 1 angstrom film. This holds for the lossless substrate only: absorption adds a term derived at the end, and at the same angle the error becomes about 0.04 angstrom for $\varepsilon=16+0.17i$ and 0.1 angstrom for $\varepsilon=16+0.5i$. Close to $\theta_B$ the relative error is roughly $|\delta\theta|/|\theta-\theta_B|$, which is another reason to keep some distance.

**Q:** My substrates absorb a little, and the p-reflection never vanishes. What changes?

**A:** The remaining amplitude limits the gain. Let $\varepsilon=\varepsilon'+i\varepsilon''$ with $\varepsilon''\ll\varepsilon'$. Near the former zero, the bracket $k^2-k_x^2(1+1/\varepsilon)$ acquires the imaginary part $k_x^2\varepsilon''/\varepsilon'^2$. Multiply by $1-1/\varepsilon'$, divide by $4q_0^2$ and use $k_x^2/q_0^2=\varepsilon'$. Where the real part of $r_{p0}$ vanishes, $r_{p0}\approx ih$ with

$$h=\frac{\varepsilon''(\varepsilon'-1)}{4\varepsilon'^2}.$$

Nearby, write $r_{p0}=g+ih$, with $g$ passing through zero, and keep $a\approx i|a|$. The linear form below needs $|a|d\ll h$. In the example that follows $h/|a|$ is about 8 angstrom, so a 10 angstrom film turns the phase by at most about 2.4° per angstrom instead of 3.7°, and weaker absorption makes the limit tighter. Within this limit

$$\delta\ln\rho=\frac{i|a|d}{g+ih}=|a|d\,\frac{h+ig}{g^2+h^2}.$$

The imaginary part is the phase change. It vanishes at $g=0$ and has its extremes, $\pm|a|d/(2h)$, at $g=\pm h$. The real part is the change of $\ln\tan\psi$, which peaks at $g=0$ with $|a|d/h$. At the minimum the bare p-amplitude is itself turned by a right angle, so the film's addition lies along it and changes its length.

For $\varepsilon=16+0.5i$, $h=0.5\times15/(4\times256)=0.00732$, and the predicted phase peaks are $\pm3.67^\circ$ per angstrom. Numerical differentiation gives $+3.74^\circ$ at 75.76° and $-3.61^\circ$ at 76.18°. At the centre, 75.967°, $\ln\tan\psi$ changes by 0.128 per angstrom, while the phase slope is 0.145° per angstrom, small but not zero.

**Q:** Where does that remaining phase slope come from?

**A:** From the small phase that absorption gives to $a$. Write $a=i|a|e^{i\eta}$ and expand $\ln a$ to first order in $\varepsilon''$ at fixed angle. The factor $1-\varepsilon_f/\varepsilon$ gives the first term below. The factor $(q_0+q_b/\varepsilon)^{-2}$ gives the second, because at $\theta_B$ $q_b/\varepsilon$ is half of that sum and, with $q_b^2=\varepsilon^2k^2/(1+\varepsilon)$, $\partial\ln(q_b/\varepsilon)/\partial\varepsilon=k^2/(2q_b^2)-1/\varepsilon=-(\varepsilon-1)/(2\varepsilon^2)$:

$$\eta\approx\varepsilon''\left[\frac{\varepsilon_f}{\varepsilon'(\varepsilon'-\varepsilon_f)}+\frac{\varepsilon'-1}{2\varepsilon'^2}\right]=0.020 .$$

At $g=0$ the phase slope is $|a|\sin\eta/h$. This is 0.020 times 7.35° per angstrom, or about 0.15° per angstrom, in agreement with the numerical value. 
The choice of working angle must also allow for angle errors, because the phase of the bare surface now turns with angle. For $r_{p0}=g+ih$, an error $\delta\theta$ changes that phase by $-hg'\,\delta\theta/(g^2+h^2)$, with $g'=dg/d\theta$, while a thickness error changes the phase by $|a|g\,\delta d/(g^2+h^2)$. Equating the magnitudes gives

$$|\delta d|\approx\frac{h}{|a|}\left|\frac{g'}{g}\right||\delta\theta| .$$

This error remains even for a vanishingly thin film. At the phase peaks, $g=\pm h$, an error of 0.01° imitates about 0.4 angstrom in this example, so a phase measurement there needs a very well-known angle. At the centre, $\psi$ is much less sensitive: the same error imitates slightly less than 0.01 angstrom. The leading effect there is of second order, $|\delta d|\approx g'^2\,\delta\theta^2/(2h|a|)$, so it grows to about 0.03 angstrom for an error of 0.02°, or for 0.01° when $\varepsilon''$ is 0.17. The noise of a $\psi$ measurement needs its own estimate, since the scheme above was analysed for the phase.
